# Imprint from Gaussian trapping barriers: an error-function law in logarithmic time, part 1

(Sections cited here and not found follow in the second part.)

## From trapped charge to the error-function law

A ferroelectric memory capacitor that has held one state for a long time resists being written into the other. Its hysteresis loop has moved along the voltage axis, and a write pulse that was sufficient on the first day may later fail. This shift, called imprint, often has to be judged from a test of a few days, and the obvious extrapolation is a straight line against the logarithm of time. For the capacitor treated below, the model gives an imprint of 85 mV after $10^5$ s at 85 °C, with a slope near 21 mV per decade. Ten years lie 3.5 decades later, so the straight line predicts about 158 mV. The traps in this capacitor can supply at most 151 mV, and the model itself gives 138 mV. An extrapolation in temperature with one fixed activation energy has a similar weakness, because the energy depends on how much imprint is taken as the limit. Where charge trapping causes the imprint, both difficulties can be addressed by a law that contains the distribution of trapping barriers.

The capacitor consists of a ferroelectric film of thickness $d_f$ and a thin non-switching interlayer of thickness $d_i$, between two electrodes. Let the $x$ axis point from the interlayer electrode into the ferroelectric. Fields and polarization are positive along $x$, and $V$ is the potential of the interlayer electrode minus that of the other electrode. The voltage is then the sum of the two drops,

$$V=E_i d_i+E_f d_f .$$

Here $E_i$ and $E_f$ are the fields in interlayer and film. Let a sheet charge $-Q$ per area be trapped at their common interface, with $Q\ge 0$. Gauss's law says that the electric displacement rises across the interface by the free sheet charge:

$$\left(\varepsilon_0\varepsilon_fE_f+P\right)-\varepsilon_0\varepsilon_iE_i=-Q ,$$

where $P$ is the switchable polarization and $\varepsilon_f$, $\varepsilon_i$ are the relative permittivities of the linear response. Solving for $E_i$ and inserting it in the voltage gives

$$V=E_fd_f+\frac{d_i}{\varepsilon_0\varepsilon_i}\left(\varepsilon_0\varepsilon_fE_f+P\right)+\frac{Qd_i}{\varepsilon_0\varepsilon_i}.$$

The first two terms depend on the state of the film alone. If the trapped charge stays frozen while the loop is measured, every pair $(E_f,P)$ that the film passes through is reached at a voltage larger by the last term. The loop therefore moves rigidly by

$$\Delta V=\frac{Qd_i}{\varepsilon_0\varepsilon_i}.$$

The sign follows from the stored state. Let the stored polarization be negative, so that it points towards the interlayer. The bound charge on that face of the film is positive and attracts electrons. At zero applied voltage and before any trapping, the field in the interlayer is negative, and the force on an electron points along $+x$, from the electrode to the interface. The trapped charge is thus negative, as assumed, and the loop moves to positive voltage. A larger positive voltage is needed to leave the stored state. For stored polarization of the other sign, trapped positive charge would give the mirror image.

Let there be $N$ traps per area, all empty at the start of the wait, each able to take one electron of charge $-q$. If a share $f$ has been filled, then $Q=qNf$ and

$$\Delta V=f\,\Delta V_{\max},\qquad \Delta V_{\max}=\frac{qNd_i}{\varepsilon_0\varepsilon_i}.$$

The electrostatics is now reduced to one number, and the remaining task is to find $f$ after a wait $t$ at a constant absolute temperature $T$.

A trap with barrier $E$ captures its electron by thermal activation. Its mean capture time is

$$\tau(E)=\tau_0\,e^{E/kT},$$

with $k$ the Boltzmann constant and $\tau_0$ an attempt time shared by all traps. The barriers stay fixed during the wait, traps fill independently, and emission is neglected. The probability $p$ that a given trap is still empty obeys $dp/dt=-p/\tau$ with $p(0)=1$, so $p=e^{-t/\tau}$. For a Gaussian density of barriers $g(E)$ with mean $E_0$ and standard deviation $\sigma$, the filled share is

$$f=\int g(E)\left[1-\exp\left(-\frac{t}{\tau_0}e^{-E/kT}\right)\right]dE .$$

The integration runs over all real $E$. Negative barriers have no meaning here, so the Gaussian must have a negligible tail below zero.

The integral has no elementary closed form, but a change of viewpoint makes its structure plain. The capture time $t_c$ of a single trap is exponentially distributed with mean $\tau(E)$. It can be written as $t_c=\tau(E)X$, where $X$ is a random number with probability density $e^{-X}$ for $X>0$. Taking the logarithm gives

$$\ln\frac{t_c}{\tau_0}=\frac{E}{kT}+U,\qquad U=\ln X .$$

The logarithm of the capture time is a sum of two independent random terms. The first expresses the differences between traps, and the second the chance that remains even for identical traps. With the abbreviation $L=\ln(t/\tau_0)$, a trap has captured by time $t$ when $t_c<t$, hence

$$f=\mathrm{Prob}\left(E+kT\,U<kT\,L\right).$$

This is the integral in another form, with nothing yet approximated. Indeed, at fixed $E$ the condition reads $X<e^{L-E/kT}$, whose probability is $1-\exp(-e^{L-E/kT})$, the bracket in the integral. As a numerical test, 400,000 individual capture events were drawn at random with the parameters of the example below, at 85 °C and $t=10^5$ s. A share 0.5652 had been captured, against 0.5653 from the integral. The expected sampling deviation is about 0.0008.

To approximate the distribution of the sum one needs the mean and variance of $U$. They follow from

$$\left\langle e^{aU}\right\rangle=\left\langle X^a\right\rangle=\int_0^\infty x^ae^{-x}\,dx=\Gamma(1+a).$$

The logarithm of this function, expanded in $a$, has the form $\kappa_1a+\kappa_2a^2/2+\kappa_3a^3/6+\dots$, where $\kappa_1$ is the mean, $\kappa_2$ the variance and $\kappa_3$ the third moment about the mean. To find the coefficients, replace $e^{-x}$ by $(1-x/n)^n$ on $0<x<n$, which tends to $e^{-x}$ from below as $n$ grows. With $x=ny$ and $n$ integrations by parts,

$$\int_0^n x^a\left(1-\frac{x}{n}\right)^n dx=n^{a+1}\int_0^1y^a(1-y)^n\,dy=\frac{n^{a+1}\,n!}{(a+1)(a+2)\cdots(a+n+1)} .$$

The factor $n/(a+n+1)$ tends to one. Dividing $n!$ into the remaining $n$ factors leaves

$$\ln\Gamma(1+a)=\lim_{n\to\infty}\left[a\ln n-\sum_{m=1}^n\ln\left(1+\frac am\right)\right].$$

Now add and subtract $\sum a/m$. Euler's constant is $\gamma=\lim(\sum_{m=1}^n1/m-\ln n)=0.5772$, so

$$\ln\Gamma(1+a)=-\gamma a+\sum_{m=1}^\infty\left[\frac am-\ln\left(1+\frac am\right)\right]=-\gamma a+\frac{\zeta(2)}2a^2-\frac{\zeta(3)}3a^3+\dots$$

with $\zeta(r)=\sum m^{-r}$. Comparison of coefficients gives

$$\langle U\rangle=-\gamma,\qquad \kappa_2=\zeta(2)=\frac{\pi^2}{6},\qquad \kappa_3=-2\zeta(3)=-2.404 .$$

Direct quadrature over the density of $U$ gives $-0.57722$, $1.64493$ and $-2.40411$, in agreement.

Since $E$ and $U$ are independent, their means and variances add. The sum $E+kTU$ has mean $E_0-\gamma kT$ and variance

$$s^2=\sigma^2+\frac{\pi^2}{6}(kT)^2 .$$

When $kT$ is small compared with $\sigma$, the Gaussian part dominates the sum. The approximation is to replace the sum by a normal variable with the same mean and variance. With the standard normal density $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$ and its integral $\Phi(z)=\frac12[1+\mathrm{erf}(z/\sqrt2)]$, the result is

$$f\simeq\frac12\left[1+\mathrm{erf}\left(\frac{z}{\sqrt2}\right)\right],\qquad z=\frac{kT\left[\ln(t/\tau_0)+\gamma\right]-E_0}{s}.$$

Multiplication by $\Delta V_{\max}$ gives the accumulated imprint. Temperature and logarithmic time enter chiefly through the product $kT\ln(t/\tau_0)$, the barrier height that the filling has reached.

A simpler picture treats this height as a sharp front, with every trap below it filled and every trap above it empty. That amounts to setting $U=0$, and gives $\Phi[(kTL-E_0)/\sigma]$. The picture misses the mean of $U$. A trap right at the front has $t=\tau$ and is already filled with probability $1-e^{-1}=0.63$, so the front sits too low for the halfway mark. To first order in $kT/\sigma$ the sharp front underestimates $f$ by $\gamma(kT/\sigma)\varphi$. At 85 °C, with $kT/\sigma=0.154$, this is at most 0.036, and the numerical maximum is 0.035. The term $\gamma$ in the law removes the first-order error, and the extra width in $s$ removes the second-order one.

What remains can be bounded. Put $a=kT/\sigma$, $x=[kT(L+\gamma)-E_0]/\sigma$ and $W=U+\gamma$, so that $W$ has zero mean. At fixed $U$ the probability over $E$ is $\Phi[(kTL-kTU-E_0)/\sigma]=\Phi(x-aW)$, hence

$$f=\left\langle\Phi(x-aW)\right\rangle .$$

Let $G$ be a normal variable with zero mean and variance $\pi^2/6$. The same argument with $G$ in place of $W$ describes a sum of two normal variables, so $\langle\Phi(x-aG)\rangle=\Phi(x\sigma/s)=\Phi(z)$. Taylor's theorem gives

$$\Phi(x-aW)=\Phi(x)-aW\Phi'(x)+\frac{a^2W^2}{2}\Phi''(x)-\frac{a^3W^3}{6}\Phi'''(\xi),$$

with $\xi$ between $x$ and $x-aW$, and likewise for $G$. In the difference of the averages the first three terms cancel, because $W$ and $G$ share mean and variance. The third derivative is $\Phi'''(\xi)=(\xi^2-1)\varphi(\xi)$. Its own derivative, $(3\xi-\xi^3)\varphi$, vanishes at $\xi=0$ and $\xi=\pm\sqrt3$, where $|\Phi'''|$ is 0.399 and 0.178, so the largest magnitude is $\varphi(0)=0.399$. Therefore

$$\left|f-\Phi(z)\right|\le\frac{\varphi(0)}{6}\left(\langle|W|^3\rangle+\langle|G|^3\rangle\right)\left(\frac{kT}{\sigma}\right)^3=0.497\left(\frac{kT}{\sigma}\right)^3 .$$

The two absolute moments are 4.11 (by quadrature) and $2\sqrt{2/\pi}\,(\pi^2/6)^{3/2}=3.37$. At 85 °C the bound is 0.0018.

The actual error is smaller. Its leading part comes from the third moment, which is $-2\zeta(3)$ for $W$ and zero for $G$:

$$f-\Phi(z)\simeq\frac{\zeta(3)}{3}\left(\frac{kT}{s}\right)^3(z^2-1)\varphi(z).$$

Replacing $x$ and $\sigma$ by $z$ and $s$ changes this term at fifth order and no lower. The law thus slightly overestimates the filled share for $|z|$ below about 1 and underestimates it for somewhat larger $|z|$; at 85 °C the sign changes at $z=-1.10$ and $z=0.91$. At 85 °C the largest error found for $|z|\le4$ is 0.00054, and it falls to 0.00007 when the correction is added.

The bound applies to $f$ itself, not to its relative error. The relative error grows towards both tails, for the small filled share at very early times and for the small unfilled share at very late times. The law also fails when the barriers are nearly equal. For $\sigma=0$ the true share at $z=0$ is $1-\exp(-e^{-\gamma})=0.43$ instead of 0.50, and the filling is a plain exponential in time.

## Imprint, retention and the limits of the model

The first half considered $N$ traps per area at the interface between a film (thickness $d_f$, permittivity $\varepsilon_f$) and an interlayer ($d_i$, $\varepsilon_i$). Their barriers are Gaussian with mean $E_0$ and standard deviation $\sigma$, and the attempt time is $\tau_0$. After a wait $t$ at constant temperature $T$, the filled share and the loop shift are

$$f\simeq\Phi(z),\quad z=\frac{kT[\ln(t/\tau_0)+\gamma]-E_0}{s},\quad s^2=\sigma^2+\frac{\pi^2(kT)^2}{6},\quad \Delta V=f\,\frac{qN d_i}{\varepsilon_0\varepsilon_i},$$

where $\Phi(z)=\frac12[1+\mathrm{erf}(z/\sqrt2)]$ has the derivative $\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}$, and $\gamma=0.5772$. The trapped charge is $-Q=-qNf$, and the stored polarization is negative.

The example is a 10 nm hafnium-zirconium oxide film with a 1 nm interlayer, both of relative permittivity 30. The barriers have $E_0=1.05$ eV and $\sigma=0.20$ eV, the attempt time is $10^{-10}$ s, and the trap density is $2.5\times10^{13}$ cm⁻². These are rough values chosen to place the filling between seconds and years. Full traps hold $4.01\ \mu\mathrm{C/cm^2}$, or 0.0401 C/m², so

$$\Delta V_{\max}=\frac{0.0401\times10^{-9}}{8.854\times10^{-12}\times30}\ \mathrm V=0.151\ \mathrm V .$$

At 85 °C, $kT=0.03086$ eV and $s=0.2039$ eV. For $t=10^5$ s the logarithm is $\ln10^{15}=34.539$, and

$$z=\frac{0.03086\,(34.539+0.577)-1.05}{0.2039}=0.165,\qquad f=0.566,\qquad \Delta V=85\ \mathrm{mV}.$$

The law gives the following imprint for other waits.

| Wait | 25 °C | 85 °C |
|---|---:|---:|
| 1 s | 2 mV | 9 mV |
| $10^3$ s | 14 mV | 45 mV |
| $10^5$ s | 35 mV | 85 mV |
| 10 years | 93 mV | 138 mV |

The barrier integral gives filled shares within 0.0005 of the law in all eight cases, as the numerical output shows. That is the error of the approximation within the model, and the physical uncertainties discussed below are far larger.

The rate of growth per decade follows from $\ln t=\ln10\,\log_{10}t$ and $dz/d\ln t=kT/s$ at fixed temperature:

$$\frac{d\Delta V}{d\log_{10}t}=\Delta V_{\max}\ln10\;\frac{kT}{s}\,\varphi(z).$$

It is greatest at $z=0$, where $\varphi=1/\sqrt{2\pi}$. At 85 °C this gives 21.0 mV per decade, and a finite difference of the barrier integral gives the same value. The slope stays within 10% of its maximum while $z^2/2<\ln(1/0.9)$, that is for $|z|<0.46$. This covers $2\times0.46\,s/(kT\ln10)\approx2.6$ decades. Within such a window the imprint looks linear in logarithmic time, and a measurement confined to it says little about the later saturation. The rise from 10% to 90% filling corresponds to $|z|<1.28$ and takes 7.35 decades.

A higher temperature stretches the scale of barrier heights reached in a given logarithmic time. Two waits give the same imprint when they give the same $z$. The small change of $s$ with temperature can be ignored here, so the condition is

$$T_1\left[\ln(t_1/\tau_0)+\gamma\right]\simeq T_2\left[\ln(t_2/\tau_0)+\gamma\right].$$

This part has derived the error-function law for imprint, bounded its error, and applied it to an example capacitor, ending with the condition for equal imprint at two temperatures. What remains is to put numbers into that condition, find the time to a permitted imprint and its activation energy, and examine retention and the limits of the model.

Numerical values quoted here were computed with a short program.
